# Quantum Correction of Stable Modes to Vineyard's Rate

A vacancy in a metal line moves when a neighbouring atom jumps into it. This problem finds how the rate of that jump changes when the lattice vibrations are treated as quantum oscillators, and applies the result to a copper-like crystal.

**Setting.** The crystal has a potential minimum and, a height $\Delta V$ above it, a saddle leading to the neighbouring minimum. Both are treated harmonically. With uniform translations removed, the minimum has $N$ modes of angular frequency $\omega_i$. The saddle has $N-1$ stable modes $\omega'_j$ and one unstable mode, along which the potential falls as $-\tfrac12\omega_b^2q^2$. Coordinates are mass-weighted, so the kinetic energy is half the sum of squared velocities. Write $\beta=1/kT$, $x_i=\beta\hbar\omega_i$, $x'_j=\beta\hbar\omega'_j$ and $x_b=\beta\hbar\omega_b$. Transition-state theory assumes thermal equilibrium in the starting well and no return of a trajectory that has crossed the dividing surface. This surface passes through the saddle, perpendicular to the unstable mode.

**(a) Find the classical one-way rate.**

*Solution.* The rate is the mean forward velocity through the surface, times the probability density of being on it. The forward velocity, counted as zero for backward motion, averages to

$$\frac{\int_0^\infty v\,e^{-\beta v^2/2}dv}{\int_{-\infty}^{\infty}e^{-\beta v^2/2}dv}=\frac{1/\beta}{\sqrt{2\pi/\beta}}=\frac{1}{\sqrt{2\pi\beta}} .$$

The density is the configuration integral over the surface divided by that over the well. A mode of frequency $\omega$ contributes $\int e^{-\beta\omega^2q^2/2}dq=\sqrt{2\pi/\beta}/\omega$. The surface has $N-1$ such factors and the well has $N$, so

$$\frac{Z_{\rm surface}}{Z_{\rm well}}=\sqrt{\frac{\beta}{2\pi}}\;\frac{\prod_i\omega_i}{\prod_j\omega'_j}\,e^{-\beta\Delta V}.$$

Multiplication gives Vineyard's rate,

$$k_V=\frac{1}{2\pi}\frac{\prod_{i=1}^{N}\omega_i}{\prod_{j=1}^{N-1}\omega'_j}\,e^{-\beta\Delta V}.$$

The harmonic step needs $kT\ll\Delta V$. As a test, take unit mass and $V=(s^2-1)^2+\tfrac12[4+5(s^2-1)^2]y^2$, whose barrier is 1. The flux integral over the full potential differs from Vineyard's formula by a fraction $6.1\times10^{-4}$ at $kT=1/200$, and $3.1\times10^{-4}$ at $kT=1/400$. The error halves with temperature, as a first anharmonic correction should.

**(b) Quantise the stable modes, leaving the motion across the saddle classical. What is the ratio of the new rate $k_q$ to $k_V$?**

*Solution.* First write $k_V$ with partition functions. For one classical oscillator,

$$Q_{\rm cl}=\int\frac{dp\,dq}{2\pi\hbar}\,e^{-\beta(p^2+\omega^2q^2)/2}=\frac{1}{2\pi\hbar}\,\frac{2\pi}{\beta\omega}=\frac1x .$$

Since $\omega=x\,kT/\hbar$ and the numerator of $k_V$ has one more frequency than the denominator, one factor $kT/\hbar$ survives:

$$k_V=\frac{kT}{h}\,\frac{\prod_j(1/x'_j)}{\prod_i(1/x_i)}\,e^{-\beta\Delta V}.$$

The quantum levels $\hbar\omega(n+\tfrac12)$ form a geometric series,

$$Q_{\rm q}=\sum_{n=0}^\infty e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)} .$$

Replacing each $1/x$ by this expression gives

$$k_q=\frac{kT}{h}\,\frac{\prod_i2\sinh(x_i/2)}{\prod_j2\sinh(x'_j/2)}\,e^{-\beta\Delta V},$$

$$\ln\frac{k_q}{k_V}=\sum_{i=1}^{N}L(x_i)-\sum_{j=1}^{N-1}L(x'_j),\qquad L(x)=\ln\frac{\sinh(x/2)}{x/2}.$$

The barrier $\Delta V$ is the classical potential difference in both rates. Zero-point energy is already in the hyperbolic sines, and adding it to $\Delta V$ would count it twice.

**(c) Find the leading correction at high temperature, the next term, and a bound on what remains.**

*Solution.* The product $\sinh y=y\prod_{n\ge1}(1+y^2/\pi^2n^2)$, with $y=x/2$, gives

$$L(x)=\sum_{n=1}^{\infty}\ln(1+z_n),\qquad z_n=\frac{x^2}{4\pi^2n^2}.$$

Integrating $1/(1+t)=1-t+t^2/(1+t)$ from 0 to $z\ge0$ yields

$$\ln(1+z)=z-\frac{z^2}{2}+r,\qquad 0\le r=\int_0^z\frac{t^2}{1+t}\,dt\le\frac{z^3}{3}.$$

Now sum over $n$, using $\sum n^{-2}=\pi^2/6$, $\sum n^{-4}=\pi^4/90$ and $\sum n^{-6}=\pi^6/945$:

$$L(x)=\frac{x^2}{24}-\frac{x^4}{2880}+R(x),\qquad 0\le R(x)\le\frac{x^6}{181440}.$$

Define the difference of summed squared quanta,

$$S=\sum_{i=1}^{N}(\hbar\omega_i)^2-\sum_{j=1}^{N-1}(\hbar\omega'_j)^2 .$$

Then

$$\boxed{\ln\frac{k_q}{k_V}=\frac{S}{24(kT)^2}+O(T^{-4})}$$

In frequencies, this is $(\hbar/kT)^2/24$ times the minimum-minus-saddle difference in summed squares, with the unstable mode left out. The next term is $-\left[\sum_ix_i^4-\sum_jx_j'^4\right]/2880$. The remainder is a difference of two non-negative sums, so its magnitude cannot exceed the larger of $\sum_ix_i^6$ and $\sum_jx_j'^6$, divided by 181440.

Quantisation raises the free energy of a mode by $kT\,L\approx(\hbar\omega)^2/(24kT)$, and stiff modes pay more. If the minimum has the larger sum of squares, the starting state is penalised more and the hop speeds up. If the saddle has the larger sum, the hop slows down. At high temperature the sign is therefore that of $S$, a property of the crystal. At low temperature the zero-point energies decide instead, and the sign can be different.

The bound on $R$ holds at any temperature, but the infinite power series for $L$ has radius of convergence $2\pi$ in $x$, because $\ln(1+z_1)$ has its singularity at $z_1=-1$.

**(d) Express $S$ without the stable frequencies. For a pair potential $\phi(r)$, what does each bond contribute?**

*Solution.* Let $D$ be the mass-weighted Hessian, whose eigenvalues are the squared frequencies. Translations contribute zero. At the minimum ${\rm Tr}\,D_{\min}=\sum_i\omega_i^2$. At the saddle the unstable eigenvalue is negative, so ${\rm Tr}\,D_{\rm sad}=\sum_j\omega_j'^2-\omega_b^2$. Hence

$$S=\hbar^2\left({\rm Tr}\,D_{\min}-{\rm Tr}\,D_{\rm sad}-\omega_b^2\right).$$

One eigenvalue and two sums of diagonal elements suffice.

For a bond along the unit vector $\mathbf n$, the force-constant matrix acting on either end is $\phi''\,\mathbf n\mathbf n^{T}+(\phi'/r)(1-\mathbf n\mathbf n^{T})$. There is one longitudinal direction and there are two transverse ones, so its trace is

$$g(r)=\phi''(r)+\frac{2\phi'(r)}{r}.$$

With equal masses $m$, each atom contributes $\sum g(r)/m$ over its bonds. The trace difference can thus be assigned to individual atoms, although the modes extend over the crystal. The remaining term in $S$, $-\hbar^2\omega_b^2$, belongs to the unstable mode.

**(e) Tunnelling was left out. At what order does it enter?**

*Solution.* Let $E$ be the energy along the unstable mode, measured from the barrier top. A parabolic barrier transmits with probability $P(E)=1/(1+e^{-2\pi E/\hbar\omega_b})$. Classically $P$ is a unit step and $\beta\int_0^\infty e^{-\beta E}dE=1$, so tunnelling multiplies the rate by

$$\kappa=\beta\int_{-\infty}^{\infty}P(E)\,e^{-\beta E}dE .$$

Put $a=x_b/2\pi$ and $t=e^{-\beta E/a}$. Then $e^{-\beta E}=t^a$ and $\beta\,dE=-a\,dt/t$, so for $0<a<1$

$$\kappa=a\int_0^\infty\frac{t^{a-1}}{1+t}\,dt=\frac{\pi a}{\sin\pi a}=\frac{x_b/2}{\sin(x_b/2)} .$$

Since $\sin y=y(1-y^2/6+\dots)$, we have $\ln\kappa=x_b^2/24+\dots$. This is the same order as the stable-mode term. Adding the two cancels the $-\omega_b^2$ found in (d):

$$\ln\frac{\kappa k_q}{k_V}=\frac{\hbar^2}{24(kT)^2}\left({\rm Tr}\,D_{\min}-{\rm Tr}\,D_{\rm sad}\right)+O(T^{-4}).$$

The boxed result is therefore the correction from the stable modes, and the full trace difference is the correction of the harmonic model with tunnelling. The parabolic factor diverges at $kT=\hbar\omega_b/2\pi$. Near and below that temperature the true shape of the barrier is needed.

**(f) How does the apparent activation energy change, and what replaces the result at low temperature?**

*Solution.* Define $E_a=-d\ln k/d\beta$. Vineyard's prefactor does not depend on temperature at fixed volume, so it gives $E_a=\Delta V$. The correction adds $\beta^2S/24$ to $\ln k$, and therefore

$$E_a=\Delta V-\frac{S}{12\,kT}+O(T^{-3}).$$

The quartic term is multiplied by 4 on differentiation and the quadratic one by 2. The relative error of the leading form is thus about twice as large for $E_a$ as for $\ln k$.

When $x\gg1$ for every stable mode, $2\sinh(x/2)\to e^{x/2}$, and (b) becomes

$$k_q\to\frac{kT}{h}\exp\left\{-\beta\left[\Delta V+\tfrac12\sum_j\hbar\omega'_j-\tfrac12\sum_i\hbar\omega_i\right]\right\}.$$

Here the zero-point energies do appear as a shift of the barrier. This shift depends on sums of frequencies, not of their squares. Tunnelling, omitted from this expression, may then dominate.

**(g) Self-diffusion also needs the vacancy concentration $c$. What is the quantum correction to the product $c\,k$?**

*Solution.* Compare a cell of $M$ atoms and one vacancy with a perfect cell of $M+1$ atoms, at the same volume per site. The $M$ atoms would have $M/(M+1)$ of the perfect cell's free energy if the vacancy were absent. At zero pressure no work is done in adding a site, so $c\propto Q_{\rm vac}/Q_{\rm perf}^{M/(M+1)}$. Quantisation also creates some pressure at fixed volume, and a free crystal expands slightly until the pressure is again zero. For the perfect crystal, whose free energy is stationary in volume, this matters only at second order. A cell with a vacancy or a saddle prefers a slightly different volume, so for it a first-order term remains. The formulas below leave that term out, and its size is given in (i). They hold at fixed lattice constant, with the removed atom taken to a stress-free reservoir. If instead the number of atoms and the total volume are both fixed, the new site is made against the quantum pressure $\delta P$, and $\delta\ln c$ gains a further term $-\delta P\,\Omega/kT$, where $\Omega$ is the volume per site. Each quantised mode changes $\ln Q$ by $-L$, so

$$\delta\ln c=\frac{M}{M+1}\sum_{\rm perf}L-\sum_{i}L(x_i).$$

Adding the result of (b) removes the vacancy minimum altogether:

$$\delta\ln(ck)=\frac{M}{M+1}\sum_{\rm perf}L-\sum_jL(x'_j).$$

The correction to self-diffusion compares the perfect crystal with the saddle. It can differ in sign from the correction to the hop.

**(h) Evaluate the correction for a copper-like crystal at 378 K (105 °C, a use temperature for a chip) and at 573 K (an accelerated test).**

*Solution.* Take the Morse potential $\phi=\epsilon\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right]$ with rough copper-like values $\epsilon=0.34$ eV, $\alpha=1.36$ Å$^{-1}$, $r_0=2.87$ Å and mass 63.5 u. Energy and force are shifted to vanish at a cutoff of 6.5 Å. The model's own lattice constant is 3.721 Å. A periodic cell of 255 atoms and one vacancy is relaxed at fixed volume, both at the minimum and with the jumping atom midway. Going downhill from either side of the saddle reaches the energy of the vacancy minimum to within 1 meV, so the saddle does connect two such minima.

The barrier is 0.712 eV and Vineyard's prefactor is 6.99 THz. At 378 K, $kT=32.57$ meV and

$$k_V=6.99\times10^{12}\,{\rm s^{-1}}\times e^{-712.1/32.57}\approx2.2\times10^{3}\ {\rm s^{-1}}.$$

The summed squares are 494723 meV² at the minimum and 495157 meV² for the stable modes of the saddle, so $S=-433$ meV². This is less than 0.1 % of either sum, so both states must be treated alike. The leading correction is

$$\frac{S}{24(kT)^2}=\frac{-433.5}{24\times(32.57)^2}=-0.0170 .$$

The full expression of (b) gives $-0.0162$. At fixed volume, quantising the stable modes lowers this rate by 1.6 % and raises the apparent activation energy by 1.0 meV, against 1.1 meV from the leading formula.

| $T$ (K) | leading | quartic term | full |
|---|---|---|---|
| 100 | $-0.243$ | $0.165$ | $-0.130$ |
| 378 | $-0.0170$ | $0.0008$ | $-0.0162$ |
| 573 | $-0.0074$ | $0.0002$ | $-0.0073$ |

At 100 K the leading term is nearly twice the full value, although the series converges for every mode above 75 K. Convergence does not make the first term accurate. At still lower temperature even its sign fails: the full expression gives $-0.05$ at 50 K but $+0.11$ at 40 K, because the summed zero-point energy is 7.4 meV larger at the minimum than in the stable modes of the saddle. Between test and use temperature the correction changes the logarithm of the rate ratio by 0.009.

The trace shows where the negative sign comes from. Minimum minus saddle, the jumping atom contributes $+320$ meV², the four gate atoms it squeezes between contribute $-946$ meV², and all others $+314$ meV². The total is $-312$ meV². Subtracting $(\hbar\omega_b)^2=(11.03\ {\rm meV})^2=122$ meV² gives $S$. The gate atoms thus outweigh the loosening of the jumping atom.

Their stiffening can be estimated from (d). The jumping atom is 2.449 Å from each gate atom at the saddle. At the minimum, it and the gate atoms are all neighbours of the vacancy and have relaxed straight towards it by the same amount. The relaxed jump length is 2.515 Å against the ideal 2.631 Å, and half the difference gives a relaxation of 0.058 Å. The vacant site, the jumping atom and a gate atom form an equilateral triangle, so their distance at the minimum is $2.631-0.058=2.573$ Å. The Morse formula gives $g\approx4.6$ eV/Å² at the shorter distance and 3.2 eV/Å² at the longer. With $\hbar^2/m=0.0658$ meV Å², the four bonds add about $4\times1.4\times65.8\approx370$ meV² to the gate atoms' share at the saddle. This is about 40 % of the 946 meV². The rest must come from their other bonds, since the trace is a sum over bonds.

For the vacancy concentration at 378 K, $\delta\ln c=+0.098$. The sum with the hop is $+0.082$, so at fixed lattice constant, with a stress-free reservoir of atoms, $ck$ rises by about 8.5 % while the hop itself slows. With atom number and total volume fixed instead, the term $-\delta P\,\Omega/kT\approx-0.22$ from (g) turns the sum into about $-0.13$, so the sign depends on the boundary condition. The sign of $\delta\ln c$ follows from bond counting. Let $G$ be the trace contribution of one bulk atom. Removing an atom without relaxation takes away its own $G$ and an equal total from its neighbours, which leaves $(M-1)G$ against the reference $MG$. The difference is $G\approx494723/255\approx1940$ meV², or $+0.076$ in $\ln c$ at leading order. This rough estimate omits relaxation and higher orders.

**(i) Is the correction significant beside what the model neglects, and what does it mean for electromigration?**

*Solution.* The effects below are changes of $\ln k$ at 378 K, to be set beside $-0.016$.

- Tunnelling adds $+0.0048$, cancelling about 30 % of the stable-mode correction. The parabolic factor diverges near 20 K, far below use.
- A linear expansion of 0.5 %, a rough value for heating to this temperature, lowers the barrier to 0.702 eV and adds $+0.28$. This is about 17 times the quantum correction.
- Quantisation itself expands a crystal held at zero pressure. Starting from the static lattice constant, the expansion is about 0.027 % in length at this temperature. This adds about $+0.016$ to $\ln k$ and cancels the fixed-volume correction almost completely. For $ck$, letting each cell take its zero-pressure volume lowers the sum from $+0.082$ to about $+0.066$.
- Moving the cutoff of the potential from 6.5 to 7.3 Å, with the lattice constant found anew, changes $S$ from $-433$ to $-375$ meV². It also raises the barrier by 0.024 eV, and with the change of prefactor $\ln k$ falls by about 0.6. The curvature of the potential jumps at the cutoff, which makes $S$ sensitive to neighbours close to it. With the 6.5 Å cutoff, linear expansions of 0.8, 1.2 and 1.6 %, over which the sixth neighbours cross it, give $S=-657$, $-289$ and $-354$ meV². Switching the potential off smoothly between 6 and 7 Å gives $S=-776$ meV². The sign is the same in all these cases, but the size of $S$ is uncertain by nearly a factor of two. The sum $+0.082$ for $ck$ becomes $+0.059$, $+0.076$ and $+0.098$ for cutoffs of 5.6, 6.2 and 7.3 Å.
- Anharmonicity of the jumping atom, with all other atoms frozen, adds $+0.003$. This does not bound the anharmonicity of collective motion.
- A cell of 499 atoms changes $S$ by 1.4 %, to $-440$ meV². It also raises the barrier by 1.9 meV, which changes $\ln k$ by $-0.06$.

A barrier error of 0.53 meV equals the whole correction. For this hop at use temperature, the classical Vineyard rate is limited by its barrier and by thermal expansion, not by the classical treatment of vibrations.

For electromigration, take an effective charge number of magnitude 5, resistivity 2.5 µΩ cm and current density 1 MA/cm², all rough values for a copper line. The field is $2.5\times10^{-8}\times10^{10}=250$ V/m. Over half an ideal jump, 1.32 Å, the driving force changes the barrier by

$$5\times250\times1.32\times10^{-10}\ {\rm eV}\approx1.6\times10^{-7}\ {\rm eV}=5\times10^{-6}\,kT .$$

For a jump along the force, forward and backward rates are $k\,e^{\pm5\times10^{-6}}$, and their difference is about $10^{-5}k$. The quantum factor multiplies both rates, hence also the net drift. At fixed temperature, field and effective charge, bulk vacancy-mediated drift in this model changes by the same factor as $ck$. Before tunnelling, this is a rise of about 7 % at zero pressure and about 8.5 % at fixed lattice constant with a stress-free reservoir, the latter lying between about 6 and 10 % as the cutoff is changed. With atom number and total volume both fixed it is a fall of about 12 %.

Set beside real copper, the barrier is close to the rough value of 0.7 eV for vacancy migration. The lattice constant is about 3 % above the real 3.6 Å, and the highest quantum, 39 meV at the minimum, is well above the rough 30 meV of copper. If all frequencies were scaled down by 30/39, $S$ would fall to about 0.6 of its value and the leading correction would be near $-0.010$. The pair potential also omits the many-body bonding of a metal, which could alter the small difference $S$ more than uniform scaling does. Real copper lines break the assumption of bulk transport, because much of the flux runs along interfaces and grain boundaries. A barrier different by 0.1 eV on such a path would change $\ln k$ by $100/32.6\approx3$, a factor of about 20. Its $S$ would need its own minimum and saddle, and the sign found here cannot be carried over. The numerical output gives the remaining values.

## Numbers as computed

```
Morse depth 0.34 eV, inverse range 1.36 1/A
Morse distance 2.87 A, cutoff 6.5 A, mass 63.5 u
one mode, x = 0.9: ln(Qquantum/Qclassical) = -0.0335251
one mode, two-term series = -0.0335222
2D flux test, relative errors = 6.14e-04, 3.10e-04
lattice constant = 3.7207 A; atoms in cell = 255
jump length = 2.5145 A
gate atom distance at saddle = 2.4493 A
classical barrier = 0.7121 eV
stable modes: minimum 762, saddle 761
highest quantum: minimum 39.33 meV
highest quantum: saddle 40.70 meV
barrier quantum hbar*w_b = 11.025 meV
sum of squares, minimum = 494723.03 meV^2
sum of squares, stable saddle = 495156.51 meV^2
difference S from traces = -433.48 meV^2
full trace difference = -311.93 meV^2
  part from jumping atom = 320.27 meV^2
  part from four gate atoms = -946.12 meV^2
  part from all other atoms = 313.92 meV^2
Vineyard prefactor = 6.986 THz
Vineyard rate at 378 K = 2.2353e+03 1/s
T = 100 K: kT = 8.617 meV
  ln(kq/kV): full -0.130224, leading -0.243226
  quartic term 0.165040, remainder bound 6.50e+00
T = 378 K: kT = 32.574 meV
  ln(kq/kV): full -0.016239, leading -0.017023
  quartic term 0.000808, remainder bound 2.23e-03
T = 573 K: kT = 49.377 meV
  ln(kq/kV): full -0.007257, leading -0.007408
  quartic term 0.000153, remainder bound 1.84e-04
rate factor kq/kV at use = 0.98389
change of ln(test rate/use rate) = 0.00898
activation shift at use: full 1.0085 meV
activation shift at use: leading 1.1090 meV
series converges mode by mode above 75.2 K
Neglected effects on ln(rate) at 378 K:
  parabolic tunnelling = 0.004778
  its leading term = 0.004773
  0.5 % linear expansion = 0.2804
  barrier in expanded crystal = 0.7020 eV
  frozen-lattice anharmonicity = 0.0031
quantum change of ln(vacancy conc.) = 0.09823
sum for self-diffusion, no tunnelling = 0.08199
larger cell, 499 atoms: barrier = 0.7140 eV
larger cell: S = -439.55 meV^2
larger cell: leading ln shift = -0.017261
inputs: charge number 5, 2.5 uohm cm, 1 MA/cm2
electromigration barrier tilt = 1.644e-07 eV
  tilt divided by kT = 5.048e-06
barrier error equal to correction = 0.529 meV
```
